# Decay Length of a Forksheet Channel by Reflection

## A special case: one wall and one gate

Let a very tall channel lie between a zero-flux wall at $y=0$ and a gate at $y=W$, with nothing varying along $z$. The drain disturbs the channel potential by $\phi(x,y)$, where $x$ is measured into the channel from the disturbed end. Suppose that $\phi$ obeys Laplace's equation, vanishes on the gate and has zero slope at the wall. One solution is

$$
\phi=A\cos\!\left(\frac{\pi y}{2W}\right)e^{-\pi x/2W}.
$$

Two $y$ derivatives multiply it by $-(\pi/2W)^2$ and two $x$ derivatives by $+(\pi/2W)^2$, so the sum vanishes. The cosine is zero at $y=W$, and its slope is zero at $y=0$.

The same formula on $-W<y<W$ vanishes at both ends. It therefore also describes a channel of width $2W$ between two gates, whose midplane carries no normal flux by symmetry. The wall replaces the missing half. The decay length is $2W/\pi$ in both channels, whereas two gates a distance $W$ apart would give $W/\pi$.

## Assumptions and the equation for the disturbance

The forksheet cross-section is

$$
0<y<W,\qquad -H/2<z<H/2 .
$$

Here $W$ is the semiconductor width from wall to gated side, and $H$ is the sheet height. The gate covers $y=W$ and $z=\pm H/2$. The assumptions are:

1. The permittivity $\varepsilon$ is uniform and isotropic.
2. The potential is fixed on the gated semiconductor faces, so the gate insulator has zero thickness.
3. The wall is ideal: $\partial_y\psi=0$ at $y=0$, where $\psi$ is the electrostatic potential.
4. Fixed charge does not vary along $x$, and mobile charge is negligible, as in a sufficiently depleted subthreshold channel.

Let $\psi_0(y,z)$ be the long-channel potential at the same gate bias. With fixed charge density $\rho$,

$$
\varepsilon\nabla^2\psi=-\rho,\qquad
\varepsilon\nabla^2\psi_0=-\rho .
$$

Both potentials take the same values on the gate and have zero slope at the wall. Subtraction gives, for $\phi=\psi-\psi_0$,

$$
\nabla^2\phi=0,\qquad
\phi|_{\rm gate}=0,\qquad
\partial_y\phi|_{y=0}=0. \tag{1}
$$

A transverse mode has the form $\phi=u(y,z)e^{-\kappa x}$ with $\kappa>0$. Since $\partial_x^2\phi=\kappa^2\phi$, (1) becomes

$$
-(\partial_y^2+\partial_z^2)u=\kappa^2u. \tag{2}
$$

Each mode has decay length $1/\kappa$. The "lowest" decay length here means that of the lowest eigenvalue $\kappa^2$; it is the longest of all.

## Theorem

**Theorem.** Under assumptions 1–4, the longest decay length of the forksheet is

$$
\boxed{\lambda_F(W,H)=
\left[\left(\frac{\pi}{H}\right)^2+
\left(\frac{\pi}{2W}\right)^2\right]^{-1/2}}
\tag{3}
$$

and equals that of a gate-all-around (GAA) sheet of width $2W$ and the same height $H$. The forksheet modes are the halves of those GAA modes that are even about the midplane $y=0$.

### Lemma 1: the complete set of forksheet modes

The modes of (2) are

$$
u_{mn}=\cos(k_my)\,
\sin\!\left[q_n\left(z+\frac H2\right)\right],
\quad
k_m=\frac{(2m-1)\pi}{2W},\quad
q_n=\frac{n\pi}{H}, \tag{4}
$$

with $m,n=1,2,3,\ldots$ and $\kappa_{mn}^2=k_m^2+q_n^2$.

*Proof.* Put $u=Y(y)Z(z)$ in (2) and divide by $YZ$:

$$
-\frac{Y''}{Y}-\frac{Z''}{Z}=\kappa^2 .
$$

The first term depends on $y$ alone and the second on $z$ alone, so each is constant. For $Y''=-k^2Y$, zero slope at $y=0$ selects $\cos ky$. The gate requires $\cos kW=0$, hence $kW=(2m-1)\pi/2$. A zero or negative constant $k^2$ gives a constant or a hyperbolic cosine, neither of which can vanish at $W$. For $Z$, zeros at $z=\pm H/2$ give the sines in (4).

No mode is missing. Extend a function on $(0,W)$ evenly about $y=0$ and oddly about $y=W$. The result has period $4W$. Evenness leaves the Fourier terms $\cos(j\pi y/2W)$, and oddness about $W$ removes those with even $j$. What remains is the set $\cos k_my$. Odd extension about both faces $z=\pm H/2$ likewise gives the complete sine set. Products of the two sets are complete on the rectangle. $\square$

### Lemma 2: reflection preserves the lowest eigenvalue

Let the permittivity now be a positive function $\varepsilon(y,z)$ that does not vary along $x$. This covers a gate oxide as well as the uniform sheet. Define

$$
N[u]=\int\varepsilon|\nabla_t u|^2\,dy\,dz,\qquad
D[u]=\int\varepsilon u^2\,dy\,dz,
$$

where $\nabla_t$ acts on $y$ and $z$. The lowest eigenvalue $\mu$ is the minimum of $N/D$ over functions that vanish on the gate. At the minimum, every allowed variation $w$ satisfies

$$
\int\varepsilon\nabla_tu\cdot\nabla_tw
=\mu\int\varepsilon uw .
$$

Integration by parts gives $-\nabla_t\cdot(\varepsilon\nabla_tu)=\mu\varepsilon u$ inside. Since $w$ is free on the wall, the remaining boundary term also requires $\varepsilon\partial_yu=0$ there. Zero flux thus need not be imposed on the trial functions.

**Lemma.** Reflect the section in the plane $y=0$, with $\varepsilon(-y,z)=\varepsilon(y,z)$. The doubled section has the same lowest eigenvalue $\mu$.

*Proof.* Split any trial function $v$ on the doubled section into parts even and odd in $y$, $v=v_e+v_o$. The products $v_ev_o$, $(\partial_yv_e)(\partial_yv_o)$ and $(\partial_zv_e)(\partial_zv_o)$ are all odd in $y$, so their integrals weighted by the even $\varepsilon$ vanish:

$$
N[v]=N[v_e]+N[v_o],\qquad D[v]=D[v_e]+D[v_o].
$$

The half of either part in $y>0$ vanishes on the gate and is an allowed forksheet trial function. Therefore $N[v_e]\ge\mu D[v_e]$ and $N[v_o]\ge\mu D[v_o]$. Adding them gives $N[v]\ge\mu D[v]$. The even extension of the lowest forksheet mode attains equality, because reflection doubles both its integrals. $\square$

### Proof of the theorem

In (4), both $k_m$ and $q_n$ are smallest for index one. Thus

$$
\kappa_{11}^2=\left(\frac{\pi}{2W}\right)^2+
\left(\frac{\pi}{H}\right)^2,
$$

and $\lambda_F=1/\kappa_{11}$ is (3). Lemma 2 gives the same lowest eigenvalue for the doubled sheet.

Direct separation confirms this. A GAA sheet on $-W<y<W$ has the $y$ factors $\sin[j\pi(y+W)/2W]$, $j=1,2,\ldots$, with wave numbers $j\pi/2W$. For odd $j$ the factor is $\pm\cos(j\pi y/2W)$, which is even and has zero slope at $y=0$. These are the forksheet factors. For even $j$ it is $\pm\sin(j\pi y/2W)$, whose slope at $y=0$ is not zero. These modes have no forksheet partner. $\square$

A numerical eigenvalue calculation shows the parity rule. For a $7\times5$ nm forksheet the first three decay lengths are 1.500, 1.087 and 0.787 nm. The doubled sheet, on a different grid, has 1.500, 1.296, 1.087, 0.914 and 0.785 nm as its first five. The second and fourth are odd; the others match the forksheet list within 0.3%. These are grid values; the exact forksheet lengths from (4) are 1.499, 1.086 and 0.783 nm.

## Comparison at equal width

Hold $W$ and $H$ fixed and compare the forksheet with a GAA sheet of width $W$. The latter has $\lambda_G=[(\pi/H)^2+(\pi/W)^2]^{-1/2}$, so

$$
\left(\frac{\lambda_F}{\lambda_G}\right)^2
=\frac{1/H^2+1/W^2}{1/H^2+1/(4W^2)}
=\frac{W^2+H^2}{W^2+H^2/4}
=1+\frac{3H^2/4}{W^2+H^2/4}. \tag{5}
$$

The second form follows on multiplying numerator and denominator by $W^2H^2$. The ratio falls as $W$ grows. It has two limits:

- For $W\ll H$, $\lambda_F/\lambda_G\to2$. The side gates set the decay, and removing one doubles its length.
- For $W\gg H$, $\lambda_F/\lambda_G\simeq1+3H^2/(8W^2)$. The top and bottom gates set the decay, and both lengths approach $H/\pi$.

At $H=5$ nm, the forksheet excess over the equal-width GAA sheet is 26.5%, 8.5% and 2.3% for $W=5$, 10 and 20 nm. The equality with a sheet of width $2W$ therefore does not imply a doubled decay length.

## Worked example: a 20 nm forksheet

Take $H=5$ nm, $W=20$ nm and gate length $L=14$ nm. Then

$$
\frac{\pi}{H}=0.6283\ {\rm nm^{-1}},\qquad
\frac{\pi}{2W}=0.0785\ {\rm nm^{-1}},
$$

$$
\lambda_F=\frac{1}{\sqrt{0.6283^2+0.0785^2}}\ {\rm nm}
=1.579\ {\rm nm}.
$$

Numerical eigenvalues give 1.581 nm for the forksheet and 1.580 nm for the 40 nm GAA sheet. They lie within about 0.1% of the formula. A 20 nm GAA sheet has 1.544 nm.

### From decay length to mid-gate potential

An eigenvalue gives a rate of decay; the end conditions give the amplitude. Now measure $x$ from the source. Set $\phi=0$ on the source plane $x=0$ and $\phi=V$ uniformly on the drain plane $x=L$. This isolates the response to a drain step.

The uniform end value is even in $z$, so only odd $n$ in (4) contribute. Write these as $\cos(p_nz)$ with $p_n=(2n-1)\pi/H$, renumbering $n=1,2,\ldots$. The coefficients of the constant function 1 are

$$
c_m=\frac2W\int_0^W\cos k_my\,dy
=\frac{2\sin k_mW}{k_mW}
=\frac{4(-1)^{m-1}}{(2m-1)\pi},
$$

$$
d_n=\frac2H\int_{-H/2}^{H/2}\cos p_nz\,dz
=\frac{4\sin(p_nH/2)}{p_nH}
=\frac{4(-1)^{n-1}}{(2n-1)\pi}.
$$

The prefactors $2/W$ and $2/H$ arise because each squared cosine averages to one half. In each mode the axial factor obeys $a''=\kappa^2a$, with $a(0)=0$ and $a(L)=1$, so $a=\sinh\kappa x/\sinh\kappa L$. Hence

$$
\phi=V\sum_{m,n=1}^{\infty}c_md_n
\cos(k_my)\cos(p_nz)
\frac{\sinh\kappa_{mn}x}{\sinh\kappa_{mn}L},
\quad \kappa_{mn}^2=k_m^2+p_n^2. \tag{6}
$$

At $x=L/2$, the identity $\sinh2s=2\sinh s\cosh s$ turns the axial factor into $1/[2\cosh(\kappa L/2)]$. At the wall and mid-height, the lowest term for $V=0.70$ V is

$$
\phi_{11}=0.70\ {\rm V}\times\frac{16}{\pi^2}
\times\frac{1}{2\cosh[14/(2\times1.579)]}
\simeq13.5\ {\rm mV}.
$$

The full sum is 11.0 mV. The next side mode more than accounts for the difference. It has $k_2=3\times0.0785=0.2356$ nm$^{-1}$ and $\kappa_{21}=\sqrt{0.6283^2+0.2356^2}=0.671$ nm$^{-1}$, against $\kappa_{11}=0.633$ nm$^{-1}$. Its size relative to the lowest term is about

$$
-\frac13e^{-(0.671-0.633)\times7}\simeq-0.26 .
$$

This removes about 3.45 mV, and later terms restore part of it. In a wide sheet the side modes are closely spaced, so half a gate length does not isolate the lowest one.

At the centre of the 20 nm GAA sheet, the lowest term gives 12.2 mV and the full sum 10.8 mV. The lowest terms differ by 11%, while the full potentials differ by about 1%.

A three-dimensional solution on a 0.25 nm grid tests (6). At the grid point nearest the wall, mid-height and mid-gate on the drain side, it gives 11.90 mV. The series at the same point gives 11.82 mV.

## Where the ideal result changes

### Gate oxide

Reflection survives a gate oxide if the whole plane $y=0$, including the oxide ends, carries no flux. Lemma 2 then applies, but (3) does not.

For a wide slab with oxide thickness $t$ on top and bottom, the equation in each layer is $-u''=\kappa^2u$. The transverse wave number is therefore $k=\kappa$ in both materials. The lowest mode is

$$
u=\cos kz\quad(|z|<H/2),\qquad
u=B\sin k(H/2+t-|z|)\quad\text{(oxide)}.
$$

Continuity of potential and of normal displacement at $z=H/2$ gives

$$
\cos\frac{kH}{2}=B\sin kt,\qquad
\varepsilon_s\sin\frac{kH}{2}=\varepsilon_{ox}B\cos kt,
$$

where a common factor $k$ has cancelled in the second relation. Dividing the second by the first yields

$$
\tan\frac{kH}{2}\tan kt=\frac{\varepsilon_{ox}}{\varepsilon_s}. \tag{7}
$$

As $t\to0$, $\tan(kH/2)$ must diverge, and $k\to\pi/H$ is recovered.

For $t=1$ nm and relative permittivities set to 11.7 (sheet) and 3.9 (oxide), the smallest root gives $\lambda=1/k=3.15$ nm. With oxide also on the gated side, the 20 nm forksheet has 3.08 nm, as does its doubled GAA partner. The equality holds while the length nearly doubles. The factor $e^{-L/2\lambda}$ rises from 0.012 to 0.103.

### A wall with permittivity

A dielectric wall carries flux and supports its own modes. Consider a wall of thickness $t_w=10$ nm and relative permittivity 7, in a vertical stack of pitch 15 nm with gate metal between the sheets. If the device across the wall responds in phase, the wall's midplane has zero flux. Use a trial function that is a half cosine across the full wall, zero on both wall faces and zero in the sheets. It gives $N/D=(\pi/t_w)^2$. The true minimum cannot be larger, so

$$
\lambda_{\rm joint}\ge\frac{t_w}{\pi}=3.18\ {\rm nm}.
$$

This lower bound already exceeds the ideal sheet value. Without oxide the computed joint length is 3.33 nm, but only 0.9% of the mode weight $\int\varepsilon u^2$ lies in the sheet. The slowest mode mainly occupies the wall, and its decay length does not give its effect on the channel.

If the neighbour responds in opposition, the wall midplane is held at zero disturbance. The joint length is then 1.75 nm, with 21% of the weight in the sheet. With the 1 nm oxide and an in-phase neighbour it is 3.72 nm, with 15% of the weight in sheet and oxide. These three joint lengths come from a 0.25 nm grid; refining it lowers them by between 0.004 and 0.015 nm, to 3.32, 1.74 and 3.71 nm. In each of these three cases a faster mode, even in $z$, holds 90% or more of its weight in the silicon. Its length is 1.56 nm (no oxide, in phase), 1.55 nm (no oxide, opposed) and 2.92 nm (oxide, in phase), slightly shorter than the ideal-wall values 1.58 and 3.08 nm. The mid-gate potential with a real wall has not been computed here.

### Mobile charge

Let the electron density be uniform, $n_0$, and respond as $n=n_0e^{q\phi/k_BT}$. For small $\phi$ the added charge is $-q^2n_0\phi/k_BT$, so

$$
\nabla^2\phi=\frac{\phi}{\lambda_D^2},\qquad
\lambda_D^2=\frac{\varepsilon k_BT}{q^2n_0},\qquad
\kappa^2=\frac1{\lambda_F^2}+\frac1{\lambda_D^2}. \tag{8}
$$

The last relation follows by inserting $u_{11}e^{-\kappa x}$. At 300 K, $1.4\times10^{17}$ cm$^{-3}$ shortens the ideal length by 1%. At $10^{19}$ cm$^{-3}$, (8) gives 1.0 nm, a rough figure because Boltzmann statistics and uniform density are doubtful there. With the 1 nm oxide the length is longer and more sensitive: $1.4\times10^{17}$ cm$^{-3}$ in the silicon shortens it by nearly 4%. That density is only about 0.2 electrons in the $20\times5\times14$ nm channel, so it is meant as a time average. The ideal length belongs to the off state.

### Tunnelling, confinement and field

For a rectangular barrier of height 0.3 eV, length 14 nm and transport mass $0.19m_e$, the tunnelling factor at the barrier's foot is $1.3\times10^{-15}$. The thermal factor $e^{-0.3\,{\rm eV}/k_BT}$ is $9\times10^{-6}$, so thermal emission dominates in this estimate. A barrier narrowed and rounded by its end regions would transmit more, especially at energies just below its top. In one dimension with Boltzmann weighting over energy, about 0.5% of the current passes below the top of the rectangle. If the barrier instead falls by 0.3 eV to the source and 1.0 eV to the drain along $\sinh$ profiles, that share is about 24% for $\lambda=1.58$ nm and 39% for $\lambda=3.08$ nm. The rectangular estimate therefore does not show that tunnelling is negligible in a real device of this length.

Hard-wall confinement across $H$ costs $\hbar^2\pi^2/(2m_zH^2)$: 16 meV for $m_z=0.92m_e$ and 79 meV for $0.19m_e$. This anisotropy shifts carrier energies and changes the charge distribution, but it does not enter the charge-free eigenvalue problem.

Adding the 0.3 V barrier to the 0.7 V step gives a field scale of $1.0\ {\rm V}/1.579\ {\rm nm}=6.3$ MV/cm. This is a scale, not a computed peak field. It is far above the bulk breakdown field of silicon, roughly 0.3 MV/cm at moderate doping, but that limit describes avalanche over much longer distances and does not carry over directly to a drop of about 1 V within a few nanometres. The 1.0 eV band drop is below the silicon gap of roughly 1.1 eV, so these numbers open no band-to-band tunnelling window. The margin is small, and a larger bias or gap narrowing in a heavily doped drain could remove it.

### The real device

The dimensions and bias are illustrative values for a silicon nanosheet, and the wall's relative permittivity of 7 is roughly that of silicon nitride. A real gate does not fix the potential on the silicon faces: a 1 nm oxide moves the length from 1.58 to 3.08 nm. A high-permittivity gate stack is physically thicker than its equivalent oxide, and (7) depends on the actual thickness as well as on the permittivity. With the same oxide, flux through the wall adds a slower mode of about 3.7 nm in the in-phase case, lying mostly in the wall, while the mode lying mostly in the silicon shortens to 2.92 nm. Real source and drain regions are also not uniform equipotential planes, which changes the amplitudes in (6). Equation (3) is thus a geometric comparison, not a prediction of a device's short-channel behaviour. The remaining values are in the numerical output.

## Computed results

```
Sheet height H: 5.0 nm
Forksheet width W: 20.0 nm
Gate length L: 14.0 nm
Drain step: 0.70 V
Temperature: 300 K
pi/H: 0.6283 1/nm
pi/(2W): 0.0785 1/nm
Lambda forksheet W, formula: 1.5793 nm
Lambda forksheet W, eigenvalue on grid: 1.5809 nm
Lambda GAA 2W, eigenvalue on grid: 1.5803 nm
Lambda GAA W, formula: 1.5440 nm
Lambda GAA W, eigenvalue on grid: 1.5450 nm
Forksheet excess over GAA of same width 5 nm: 26.49 %
Forksheet excess over GAA of same width 10 nm: 8.47 %
Forksheet excess over GAA of same width 20 nm: 2.28 %
Test sheet 7 x 5 nm, forksheet lambdas (nm): [1.5   1.087 0.787]
GAA 14 x 5 nm, all lambdas (nm): [1.5   1.296 1.087 0.914 0.785 0.779]
GAA 14 x 5 nm, parities: [ 1 -1  1 -1  1  1]
5 x 5 nm forksheet, lambda from 3D slope: 1.4284 nm
5 x 5 nm forksheet, lambda from formula: 1.4235 nm
Mid-gate at wall, lowest mode: 13.49 mV
Mid-gate at wall, full series: 10.96 mV
Mid-gate GAA W centre, lowest mode: 12.19 mV
Mid-gate GAA W centre, full series: 10.82 mV
3D grid near wall, mid-gate: 11.90 mV
Series at that same grid point: 11.82 mV
Relative permittivities Si, oxide, wall: 11.7, 3.9, 7.0
Oxide, wall thickness, stack pitch: 1.0, 10.0, 15.0 nm
Lambda wide slab with oxide: 3.153 nm
Lambda forksheet W with oxide: 3.081 nm
Lambda GAA 2W with oxide: 3.081 nm
Wall alone, t_wall/pi: 3.183 nm
Lambda bare sheet + wall, neighbour in phase: 3.329 nm
  share of mode weight in sheet: 0.87 %
Lambda bare sheet + wall, neighbour opposed: 1.749 nm
  share of mode weight in sheet: 20.74 %
Lambda oxide sheet + wall, in phase: 3.722 nm
  share of mode weight in sheet and oxide: 14.86 %
exp(-L/2lambda), ideal forksheet: 0.0119
exp(-L/2lambda), with oxide: 0.1031
Electron density shortening lambda by 1%: 1.36e+17 cm^-3
Lambda at 1e+19 cm^-3, Boltzmann: 1.000 nm
Barrier 0.3 eV; masses 0.19 (x), 0.92 (z) m_e
Tunnelling factor through L: 1.3e-15
Thermal factor over barrier: 9.1e-06
Confinement energy, z mass: 16.3 meV
Confinement energy, x mass: 79.2 meV
Axial field scale (barrier+step)/lambda: 6.33 MV/cm
Band drop 1.00 eV, rough silicon gap 1.12 eV
```
